# Three Flash Read Voltages from Mutual Information, Compared with Equal Spacing: test program

```python
"""Three read voltages for a one-bit flash cell by maximum mutual information.

Result under test: the reads t1<t2<t3 that maximize I(X;Y) obey an
equal-relative-entropy condition, are reached by a monotone ascent, and are
globally optimal within a computed bound.  X = 0 erased, 1 programmed, each
with probability 1/2; V given X is Gaussian (mean mu[X], width sd[X], volts);
Y is the interval between reads that contains V.  Information is in bits.
A posterior is the probability of X = 1 given the observation.
"""
from itertools import combinations
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar
from scipy.special import ndtr, rel_entr, expit

LN2 = np.log(2.0)
mu = np.array([-1.0, 1.0])
sd = np.array([0.60, 0.30])
PAGE = 16 * 1024 * 8


def joint_masses(reads, means, widths):
    edges = np.concatenate(([-np.inf], np.sort(reads), [np.inf]))
    z = (edges[None, :] - means[:, None]) / widths[:, None]
    return 0.5 * np.diff(ndtr(z), axis=1)


def info_of(masses):
    return 1.0 + rel_entr(masses, masses.sum(axis=0)).sum() / LN2


def info(reads, means=mu, widths=sd):
    return info_of(joint_masses(np.atleast_1d(reads), means, widths))


def density(v, x):
    return np.exp(-0.5 * ((v - mu[x]) / sd[x])**2) / (sd[x] * np.sqrt(2*np.pi))


def llr(v):
    return (np.log(sd[0] / sd[1]) + 0.5 * ((v - mu[0]) / sd[0])**2
            - 0.5 * ((v - mu[1]) / sd[1])**2)


def fine_score(v):
    """Density of minus the conditional entropy at unlimited resolution."""
    ell = llr(v)
    return -0.5 * (density(v, 1) * np.logaddexp(0, -ell)
                   + density(v, 0) * np.logaddexp(0, ell)) / LN2


def segment_scores(edges, means, widths):
    cdf = ndtr((edges[None, :] - means[:, None]) / widths[:, None])
    m0 = 0.5 * (cdf[0][None, :] - cdf[0][:, None])
    m1 = 0.5 * (cdf[1][None, :] - cdf[1][:, None])
    total = m0 + m1
    score = (rel_entr(m0, total) + rel_entr(m1, total)) / LN2
    allowed = np.triu(np.ones(score.shape, dtype=bool))
    return np.where(allowed, score, -np.inf)


def grid_optimum(edges, means, widths, score=None):
    if score is None:
        score = segment_scores(edges, means, widths)
    value, back = score[0].copy(), []
    for _ in range(3):
        candidate = value[:, None] + score
        best = candidate.argmax(axis=0)
        back.append(best)
        value = candidate[best, np.arange(len(edges))]
    end, picks = len(edges) - 1, []
    for best in reversed(back):
        end = best[end]
        picks.append(end)
    return 1.0 + value[-1], edges[np.array(picks[::-1])]


def with_ends(grid):
    return np.concatenate(([-np.inf], grid, [np.inf]))


def polish(function, start):
    start = np.asarray(start, dtype=float)
    simplex = np.vstack([start, start + 0.03 * np.eye(len(start))])
    return minimize(lambda p: -function(p), start, method="Nelder-Mead",
                    options=dict(xatol=1e-8, fatol=1e-14, maxiter=2000,
                                 maxfev=4000, initial_simplex=simplex)).x


def best_reads(means, widths):
    start = grid_optimum(with_ends(np.linspace(-2, 2, 201)), means, widths)[1]
    return np.sort(polish(lambda t: info(t, means, widths), start))


STEP = np.array([-1.0, 0.0, 1.0])


def best_equal(means, widths):
    trial = [(info(c + d * STEP, means, widths), c, d)
             for c in np.linspace(-1, 1, 41) for d in np.linspace(.02, .8, 40)]
    start = max(trial)[1:]
    c, d = polish(lambda p: info(p[0] + p[1]*STEP, means, widths), start)
    return c + abs(d) * STEP


def best_spacing(centre, means, widths):
    d = minimize_scalar(lambda s: -info(centre + s*STEP, means, widths),
                        bounds=(0.01, 1.0), method="bounded",
                        options=dict(xatol=1e-9)).x
    return centre + d * STEP


def gradient(reads):
    m = joint_masses(reads, mu, sd)
    q = m / m.sum(axis=0)
    f = np.array([density(reads, 0), density(reads, 1)])
    return 0.5 * (f * np.log2(q[:, :-1] / q[:, 1:])).sum(axis=0)


# Parabola of the log-likelihood ratio, against its direct definition
kappa = 1 / sd[1]**2 - 1 / sd[0]**2
v_turn = (mu[1]*sd[0]**2 - mu[0]*sd[1]**2) / (sd[0]**2 - sd[1]**2)
l_max = (np.log(sd[0]/sd[1])
         + (mu[1] - mu[0])**2 / (2 * (sd[0]**2 - sd[1]**2)))
probe = np.linspace(-2, 3, 11)
direct_llr = np.log(density(probe, 1) / density(probe, 0))
assert np.allclose(direct_llr, l_max - kappa*(probe - v_turn)**2/2, atol=1e-9)
crossing = v_turn - np.sqrt(2 * l_max / kappa)

# Derivative formula against central differences away from the optimum
test_reads = np.array([-0.4, 0.1, 0.5])
h = 1e-5
numeric = np.array([(info(test_reads + h*e) - info(test_reads - h*e)) / (2*h)
                    for e in np.eye(3)])
assert np.allclose(numeric, gradient(test_reads), atol=1e-8)

# Loss identity: quadrature of relative entropy against the two informations
full_info = 1 + sum(quad(fine_score, a, b, epsabs=1e-12, limit=200)[0]
                    for a, b in [(-9, -1), (-1, 0), (0, 1), (1, 2), (2, 9)])
m_test = joint_masses(test_reads, mu, sd)
q_test = m_test[1] / m_test.sum(axis=0)
limits = np.concatenate(([-7.0], test_reads, [7.0]))


def loss_density(v, q):
    r, s = expit(llr(v)), expit(-llr(v))
    return (0.5 * (density(v, 0) + density(v, 1))
            * (rel_entr(r, q) + rel_entr(s, 1 - q)) / LN2)


loss = 0.0
for k in range(4):
    cuts = np.linspace(limits[k], limits[k+1], 9)
    loss += sum(quad(loss_density, a, b, args=(q_test[k],), epsabs=1e-12)[0]
                for a, b in zip(cuts[:-1], cuts[1:]))
assert abs(loss - (full_info - info(test_reads))) < 1e-8

# Monotone ascent started from the quarter points between the means
quarter = mu[0] + (mu[1] - mu[0]) * np.array([0.25, 0.5, 0.75])
reads, history = quarter.copy(), [info(quarter)]
for iteration in range(1, 5001):
    m = joint_masses(reads, mu, sd)
    q = m[1] / m.sum(axis=0)
    assert np.all(np.diff(q) > 0) and np.all(reads < v_turn)
    level = np.log(np.log((1-q[:-1]) / (1-q[1:])) / np.log(q[1:] / q[:-1]))
    new = v_turn - np.sqrt(2 * (l_max - level) / kappa)
    change = np.max(np.abs(new - reads))
    reads = new
    history.append(info(reads))
    if change < 1e-11:
        break
assert change < 1e-11
assert np.min(np.diff(history)) > -1e-13
optimum, i_opt = reads, info(reads)
assert np.max(np.abs(gradient(optimum))) < 1e-8
assert np.allclose(optimum, best_reads(mu, sd), atol=1e-5)

# Dynamic program against enumeration of all triples on a small grid
small = np.linspace(-1.2, 1.2, 25)
brute = max(info(np.array(t)) for t in combinations(small, 3))
assert abs(brute - grid_optimum(with_ends(small), mu, sd)[0]) < 1e-12

# Fine-grid optimum and upper bound for every triple of real reads
grid = np.linspace(-2, 2, 2001)
edges = with_ends(grid)
score = segment_scores(edges, mu, sd)
i_grid, grid_reads = grid_optimum(edges, mu, sd, score)
node, weight = np.polynomial.legendre.leggauss(6)
half = 0.5 * (grid[1] - grid[0])
middle = 0.5 * (grid[1:] + grid[:-1])
bins = half * (fine_score(middle[:, None] + half * node) @ weight)
low_tail = quad(fine_score, -9, grid[0], epsabs=1e-12)[0]
high_tail = quad(fine_score, grid[-1], 9, epsabs=1e-12)[0]
cumulative = np.concatenate(([0], np.cumsum(
    np.concatenate(([low_tail], bins, [high_tail])))))
assert abs(1 + cumulative[-1] - full_info) < 1e-8
kept_loss = cumulative[None, :] - cumulative[:, None] - score
index = np.arange(len(edges) - 1)
kept_loss[index + 1, index] = 0.0   # two reads in one bin: nothing between
remain = kept_loss[0, :-1].copy()
for _ in range(2):
    remain = np.min(remain[:, None] + kept_loss[1:, :-1], axis=0)
upper = full_info - np.min(remain + kept_loss[1:, -1])
assert i_grid <= i_opt + 1e-12 and i_opt <= upper + 1e-9
assert upper - i_opt < 5e-4
assert np.max(np.abs(grid_reads - optimum)) < 0.01
del score, kept_loss

# Equally spaced rivals and the single read
equal = best_equal(mu, sd)
centred = best_spacing(crossing, mu, sd)
single = minimize_scalar(lambda t: -info(t), bounds=(-0.8, 0.9),
                         method="bounded", options=dict(xatol=1e-9)).x
assert i_opt > info(equal) + 1e-9
assert info(equal) >= info(centred) - 1e-10
assert info(equal) >= info(quarter) - 1e-10
assert info(single) < i_opt < full_info
error_rate = 0.5 * (ndtr(-(crossing-mu[0])/sd[0]) + ndtr((crossing-mu[1])/sd[1]))

print("means (V): %.2f %.2f; widths (V): %.2f %.2f" % (*mu, *sd))
print("LLR turning point %.4f V, maximum LLR %.4f nat" % (v_turn, l_max))
print("density crossing %.4f V, bit error rate there %.5f"
      % (crossing, error_rate))
print("optimal reads (V): %.4f %.4f %.4f" % tuple(optimum))
print("gaps between optimal reads (V): %.4f %.4f" % tuple(np.diff(optimum)))
print("LLR at optimal reads (nat): %.4f %.4f %.4f" % tuple(llr(optimum)))
print("LLR slope at reads (nat/V): %.3f %.3f %.3f"
      % tuple(kappa * (v_turn - optimum)))
m_opt = joint_masses(optimum, mu, sd)
q_opt = m_opt / m_opt.sum(axis=0)
print("cell probabilities: %.5f %.5f %.5f %.5f" % tuple(m_opt.sum(axis=0)))
print("cell posteriors of X=1: %.5f %.5f %.5f %.5f" % tuple(q_opt[1]))
print("ascent: %d iterations, start %.6f, end %.6f bit"
      % (iteration, history[0], i_opt))
print("grid step %.1f mV, grid reads (V): %.3f %.3f %.3f"
      % (2000 * half, *grid_reads))
print("grid optimum %.7f bit, upper bound %.7f bit" % (i_grid, upper))
print("upper bound minus optimum: %.2e bit" % (upper - i_opt))
print("best single read %.4f V: %.6f bit" % (single, info(single)))
print("unlimited resolution: %.6f bit" % full_info)
print("share of soft gain captured by 3 reads: %.2f %%"
      % (100 * (i_opt - info(single)) / (full_info - info(single))))
for name, t in [("quarter points", quarter), ("crossing-centred", centred),
                ("best equal", equal)]:
    print("%s reads (V): %.4f %.4f %.4f" % (name, *t))
    print("  info %.6f bit, cost %.3e bit/cell, %.2f bit/page"
          % (info(t), i_opt - info(t), PAGE * (i_opt - info(t))))

# Width ratio at fixed sum of widths; equal widths must give equal gaps
print("sweep: ratio; optimal reads (V); cost best equal, midpoint (bit)")
for ratio in [1.0, 1.5, 2.0, 3.0, 4.0]:
    widths = 0.9 * np.array([ratio, 1.0]) / (1 + ratio)
    t = best_reads(mu, widths)
    top = info(t, mu, widths)
    cost_equal = top - info(best_equal(mu, widths), mu, widths)
    cost_mid = top - info(best_spacing(0.0, mu, widths), mu, widths)
    assert cost_equal > -1e-10 and cost_mid > -1e-10
    if ratio == 1.0:
        assert abs(t[0] + t[2]) < 1e-5 and abs(t[1]) < 1e-5
        assert abs(cost_equal) < 1e-10
    print("  %.1f; %.4f %.4f %.4f; %.2e %.2e"
          % (ratio, *t, abs(cost_equal), abs(cost_mid)))

# Strong overlap: the global search may need the falling LLR branch
wide = np.array([2.0, 0.3])
wide_turn = (mu[1]*wide[0]**2 - mu[0]*wide[1]**2) / (wide[0]**2 - wide[1]**2)
wide_grid = np.linspace(-2, 3, 501)
i_free, t_free = grid_optimum(with_ends(wide_grid), mu, wide)
i_low, t_low = grid_optimum(with_ends(wide_grid[wide_grid < wide_turn]),
                            mu, wide)
assert t_free[-1] > wide_turn and i_free > i_low + 1e-3
print("overlap case: widths %.1f %.1f V, turning point %.4f V"
      % (*wide, wide_turn))
print("  global reads (V): %.2f %.2f %.2f, info %.5f bit" % (*t_free, i_free))
print("  rising branch only (V): %.2f %.2f %.2f, info %.5f bit"
      % (*t_low, i_low))

# Neglected effects, with assumed magnitudes
drift, coefficient, kelvin, noise = -0.10, -0.001, 50.0, 0.05
tail_part, tail_shift, dac = 0.01, -0.80, 0.025
common = coefficient * kelvin


def tail_masses(t):
    m = joint_masses(t, mu, sd)
    moved = joint_masses(t, mu + np.array([0, tail_shift]), sd)
    m[1] = (1 - tail_part) * m[1] + tail_part * moved[1]
    return m


cases = [
    ("charge loss %.0f mV" % (1000 * drift),
     lambda t: joint_masses(t, mu + np.array([0, drift]), sd)),
    ("common shift %.0f mV (%.0f mV/K, %.0f K)"
     % (1000 * common, 1000 * coefficient, kelvin),
     lambda t: joint_masses(t, mu + common, sd)),
    ("frozen read noise %.0f mV" % (1000 * noise),
     lambda t: joint_masses(t, mu, np.sqrt(sd**2 + noise**2))),
    ("tail: %.0f %% of programmed, %.2f V" % (100 * tail_part, tail_shift),
     tail_masses)]
print("effects: info (bit) old table / unmoved / retuned / unmoved equal")
for name, masses in cases:
    m = masses(optimum)
    old_table = 1 + (m * np.log2(q_opt)).sum()
    unmoved = info_of(m)
    retuned = info_of(masses(polish(lambda t: info_of(masses(t)), optimum)))
    assert old_table <= unmoved + 1e-12 and unmoved <= retuned + 1e-10
    print("  " + name)
    print("    %.6f / %.6f / %.6f / %.6f"
          % (old_table, unmoved, retuned, info_of(masses(equal))))
rounded = dac * np.round(optimum / dac)
print("reads rounded to %.0f mV (V): %.3f %.3f %.3f, cost %.2e bit"
      % (1000 * dac, *rounded, i_opt - info(rounded)))
assert info(rounded) <= i_opt + 1e-12
print("verified")
```

Running it gives:

```
means (V): -1.00 1.00; widths (V): 0.60 0.30
LLR turning point 1.6667 V, maximum LLR 8.1006 nat
density crossing 0.2723 V, bit error rate there 0.01231
optimal reads (V): 0.0356 0.3052 0.5869
gaps between optimal reads (V): 0.2696 0.2817
LLR at optimal reads (nat): -2.9845 0.3769 3.2423
LLR slope at reads (nat/V): 13.592 11.346 8.998
cell probabilities: 0.47924 0.01850 0.04234 0.45992
cell posteriors of X=1: 0.00068 0.26013 0.87344 0.99556
ascent: 121 iterations, start 0.926494, end 0.938689 bit
grid step 2.0 mV, grid reads (V): 0.036 0.306 0.588
grid optimum 0.9386885 bit, upper bound 0.9388150 bit
upper bound minus optimum: 1.26e-04 bit
best single read 0.2529 V: 0.905887 bit
unlimited resolution: 0.946614 bit
share of soft gain captured by 3 reads: 80.54 %
quarter points reads (V): -0.5000 0.0000 0.5000
  info 0.926494 bit, cost 1.219e-02 bit/cell, 1598.40 bit/page
crossing-centred reads (V): -0.0041 0.2723 0.5488
  info 0.938493 bit, cost 1.960e-04 bit/cell, 25.69 bit/page
best equal reads (V): 0.0328 0.3079 0.5831
  info 0.938681 bit, cost 7.408e-06 bit/cell, 0.97 bit/page
sweep: ratio; optimal reads (V); cost best equal, midpoint (bit)
  1.0; -0.3190 -0.0000 0.3190; 0.00e+00 1.11e-16
  1.5; -0.1147 0.1838 0.4923; 4.69e-06 4.06e-03
  2.0; 0.0356 0.3052 0.5869; 7.41e-06 9.08e-03
  3.0; 0.2382 0.4563 0.6818; 3.32e-06 1.31e-02
  4.0; 0.3686 0.5486 0.7307; 2.75e-07 1.27e-02
overlap case: widths 2.0 0.3 V, turning point 1.0460 V
  global reads (V): 0.11 0.48 1.75, info 0.61824 bit
  rising branch only (V): 0.12 0.49 1.04, info 0.53426 bit
effects: info (bit) old table / unmoved / retuned / unmoved equal
  charge loss -100 mV
    0.915226 / 0.919717 / 0.920812 / 0.919739
  common shift -50 mV (-1 mV/K, 50 K)
    0.936327 / 0.938283 / 0.938689 / 0.938284
  frozen read noise 50 mV
    0.936426 / 0.936447 / 0.936455 / 0.936440
  tail: 1 % of programmed, -0.80 V
    0.919954 / 0.922491 / 0.923602 / 0.922543
reads rounded to 25 mV (V): 0.025 0.300 0.575, cost 1.69e-05 bit
verified
```
